# Minimum Resistance of a Two-Valley Ballistic Channel: a numerical check

```python
"""
Result under test: a wide ballistic two-dimensional channel with isotropic
parabolic valleys has, at fixed sheet density n, the minimum small-bias
two-terminal resistance times width
    R W = (h / 2 e^2) * sqrt(pi / (2 g_v n)),
where g_v is the number of equally filled valleys and spin degeneracy is 2.
W is the width, k_F the Fermi wavenumber, M the number of open modes
(valleys counted, spin not counted), E_F the Fermi energy at T = 0.
x is the transport direction and y the transverse direction.
All internal quantities are in SI units, except in the lattice model,
where the hopping energy and lattice spacing are one.
"""
import numpy as np
from scipy.constants import h, hbar, e, k as k_boltzmann, m_e
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

valleys = 2
density = 1e13 * 1e4
mass = 0.2 * m_e
temperature = 300.0

k_fermi = np.sqrt(2 * np.pi * density / valleys)
modes_per_width = valleys * k_fermi / np.pi
resistance_quantum = h / (2 * e**2)
rw_min = resistance_quantum * np.sqrt(np.pi / (2 * valleys * density))
fermi_energy = (hbar * k_fermi)**2 / (2 * mass)


def strip_modes(valley_density, width):
    """Fill hard-wall modes of one valley to a given density; count them."""
    k_guess = np.sqrt(2 * np.pi * valley_density)
    k_upper = 1.1 * k_guess + 5 / width
    k_transverse = np.arange(1, int(k_upper * width / np.pi) + 2) * np.pi / width

    def excess(k_top):
        k_long = np.sqrt(np.maximum(k_top**2 - k_transverse**2, 0))
        return (2 / np.pi * k_long.sum() / width) / valley_density - 1

    k_top = brentq(excess, 0.9 * k_guess, k_upper, xtol=1e-3)
    return int(np.sum(k_transverse < k_top))


# Mode counting: the discrete count differs from the area law by under one mode.
for width in (1e-7, 1e-6, 1e-5):
    count = strip_modes(density / valleys, width)
    assert abs(count - modes_per_width * width / valleys) < 1
strip_width = 1e-6
strip_count = valleys * strip_modes(density / valleys, strip_width)
strip_resistance = resistance_quantum / strip_count
assert abs(strip_resistance * strip_width / rw_min - 1) < 0.01

# Equal valley filling gives the most modes at fixed total density.
scan_width = 1e-5
scan = [strip_modes(x * density, scan_width)
        + strip_modes((1 - x) * density, scan_width) for x in (0.5, 0.7, 0.9)]
polarized_count = strip_modes(density, scan_width)
scan.append(polarized_count)
assert all(a > b for a, b in zip(scan, scan[1:]))
rw_polarized = resistance_quantum * scan_width / polarized_count
assert abs(rw_polarized / rw_min - np.sqrt(2)) < 0.003


def lattice_transmission(length, disorder, rows=10, energy=1.3):
    """Total transmission of a strip between clean leads, and open modes."""
    index = np.arange(1, rows + 1)
    shapes = np.sqrt(2 / (rows + 1)) * np.sin(
        np.pi * np.outer(index, index) / (rows + 1))
    offsets = 4 - 2 * np.cos(np.pi * index / (rows + 1))
    c = (offsets - energy) / 2
    is_open = np.abs(c) < 1
    root = np.sqrt(np.abs(1 - c**2))
    phase = np.where(is_open, c + 1j * root, c - np.sign(c) * root)
    sigma = -(shapes * phase) @ shapes.T
    gamma = 1j * (sigma - sigma.conj().T)
    slice_h = 4 * np.eye(rows) - np.eye(rows, k=1) - np.eye(rows, k=-1)
    hop = np.eye(length, k=1) + np.eye(length, k=-1)
    ham = np.kron(np.eye(length), slice_h) - np.kron(hop, np.eye(rows))
    rng = np.random.default_rng(7)
    ham = ham + np.diag(disorder * (rng.random(rows * length) - 0.5))
    inverse = energy * np.eye(rows * length) - ham + 0j
    inverse[:rows, :rows] -= sigma
    inverse[-rows:, -rows:] -= sigma
    green = np.linalg.inv(inverse)[:rows, -rows:]
    total = np.trace(gamma @ green @ gamma @ green.conj().T).real
    return total, int(is_open.sum())


# A clean strip transmits every open mode at any length; disorder lowers this.
clean_short, lattice_modes = lattice_transmission(6, 0.0)
clean_long, _ = lattice_transmission(18, 0.0)
disordered, _ = lattice_transmission(18, 1.0)
assert abs(clean_short - lattice_modes) < 1e-8
assert abs(clean_long - lattice_modes) < 1e-8
assert 0 < disordered < lattice_modes - 1e-3


def reservoir_integral(mass_x, mass_y, thermal_energy):
    """Density and resistance-width product from integrals over kx and ky."""
    e_f = np.pi * hbar**2 * density / (valleys * np.sqrt(mass_x * mass_y))
    mu = e_f + thermal_energy * np.log(-np.expm1(-e_f / thermal_energy))
    e_top = e_f + 40 * thermal_energy
    nodes, weights = np.polynomial.legendre.leggauss(400)
    kx_top = np.sqrt(2 * mass_x * e_top) / hbar
    ky_top = np.sqrt(2 * mass_y * e_top) / hbar
    kx = (kx_top * (nodes + 1) / 2)[:, None]
    ky = (ky_top * (nodes + 1) / 2)[None, :]
    area = np.outer(weights, weights) * kx_top * ky_top / 4
    energy = hbar**2 * (kx**2 / mass_x + ky**2 / mass_y) / 2
    states = 2 * valleys / (2 * np.pi)**2
    filled = 4 * states * np.sum(area * expit((mu - energy) / thermal_energy))
    bias_energy = 1e-3 * thermal_energy
    source = expit((mu + bias_energy / 2 - energy) / thermal_energy)
    drain = expit((mu - bias_energy / 2 - energy) / thermal_energy)
    current = 2 * states * e * np.sum(
        area * hbar * kx / mass_x * (source - drain))
    return filled, (bias_energy / e) / current


# Low-temperature current: correct limit and correct leading thermal rise.
small = 0.05
cold_density, rw_cold = reservoir_integral(mass, mass, small * fermi_energy)
assert abs(cold_density / density - 1) < 1e-6
thermal_coefficient = (rw_cold / rw_min - 1) / small**2
# The next term of the expansion is of relative order small**2 times a few.
assert abs(thermal_coefficient / (np.pi**2 / 24) - 1) < 0.03

# The zero-temperature limit does not depend on the mass.
_, rw_heavy = reservoir_integral(3 * mass, 3 * mass, small * fermi_energy / 3)
assert abs(rw_heavy / rw_cold - 1) < 1e-8

# At fixed density the resistance rises steadily with temperature.
rw_series = [reservoir_integral(mass, mass, x * fermi_energy)[1]
             for x in (0.05, 0.1, 0.2, 0.5, 1.0, 2.0)]
assert rw_series[0] > rw_min
assert all(a < b for a, b in zip(rw_series, rw_series[1:]))

# Room temperature: the momentum integral against the energy-window formula.
kt = k_boltzmann * temperature
warm_density, rw_warm = reservoir_integral(mass, mass, kt)
assert abs(warm_density / density - 1) < 1e-6
eta = np.log(np.expm1(fermi_energy / kt))
bottom_occupation = expit(eta)
mean_k = quad(lambda x: np.sqrt(2 * mass * kt * x) / hbar
              * expit(x - eta) * expit(eta - x), 0, eta + 40,
              epsabs=0, epsrel=1e-9, limit=200)[0]
rw_window = resistance_quantum * np.pi / (valleys * mean_k)
assert abs(rw_window / rw_warm - 1) < 1e-6
assert mean_k < np.sqrt(bottom_occupation) * k_fermi < k_fermi

# Elliptical valleys of the same density-of-states mass.
mass_along, mass_across = 0.1 * m_e, 0.4 * m_e
_, rw_ellipse_cold = reservoir_integral(
    mass_along, mass_across, small * fermi_energy)
ellipse_factor = rw_ellipse_cold / rw_cold
assert abs(ellipse_factor - (mass_along / mass_across)**0.25) < 1e-6

to_ohm_um = 1e6
print(f"sheet density: {density / 1e4:.3e} cm^-2")
print(f"number of valleys: {valleys}")
print(f"Fermi wavenumber: {k_fermi * 1e-9:.4f} nm^-1")
print(f"Fermi wavelength: {2 * np.pi / k_fermi * 1e9:.2f} nm")
print(f"modes per width, one valley: {modes_per_width / valleys * 1e-6:.2f} um^-1")
print(f"modes per width, both valleys: {modes_per_width * 1e-6:.2f} um^-1")
print(f"resistance of one spin-degenerate mode h/(2e^2): {resistance_quantum:.2f} ohm")
print(f"maximum conductance per width: {1e-3 / rw_min:.3f} mS/um")
print(f"minimum resistance times width: {rw_min * to_ohm_um:.3f} ohm um")
print(f"the same in SI units: {rw_min:.4e} ohm m")
print(f"strip width for explicit count: {strip_width * 1e6:.1f} um")
print(f"open modes in strip, both valleys: {strip_count}")
print(f"resistance of that strip: {strip_resistance:.3f} ohm")
print(f"lattice test, open modes: {lattice_modes}")
print(f"lattice test, clean transmission, 6 sites long: {clean_short:.6f}")
print(f"lattice test, clean transmission, 18 sites long: {clean_long:.6f}")
print(f"lattice test, disordered transmission, 18 sites long: {disordered:.4f}")
print(f"model mass: {mass / m_e:.2f} electron masses")
print(f"Fermi energy: {fermi_energy / e * 1e3:.2f} meV")
print(f"temperature of warm example: {temperature:.0f} K")
print(f"thermal energy: {kt / e * 1e3:.2f} meV")
print(f"occupation at band bottom, warm: {bottom_occupation:.4f}")
print(f"thermal window integral of k: {mean_k * 1e-9:.4f} nm^-1")
print(f"resistance times width, warm: {rw_warm * to_ohm_um:.3f} ohm um")
print(f"warm resistance / minimum: {rw_warm / rw_min:.4f}")
print(f"low-temperature rise coefficient, numerical: {thermal_coefficient:.4f}")
print(f"low-temperature rise coefficient, pi^2/24: {np.pi**2 / 24:.4f}")
print(f"one valley filled, T=0, formula: {np.sqrt(2) * rw_min * to_ohm_um:.3f} ohm um")
print(f"one valley filled, from 10 um strip count: {rw_polarized * to_ohm_um:.3f} ohm um")
print(f"ellipse mass along transport: {mass_along / m_e:.2f} electron masses")
print(f"ellipse mass across transport: {mass_across / m_e:.2f} electron masses")
print(f"ellipse resistance factor, numerical: {ellipse_factor:.4f}")
print(f"ellipse resistance times width, T=0: {ellipse_factor * rw_min * to_ohm_um:.3f} ohm um")
print("no test failed")
```

Running it gives:

```
sheet density: 1.000e+13 cm^-2
number of valleys: 2
Fermi wavenumber: 0.5605 nm^-1
Fermi wavelength: 11.21 nm
modes per width, one valley: 178.41 um^-1
modes per width, both valleys: 356.82 um^-1
resistance of one spin-degenerate mode h/(2e^2): 12906.40 ohm
maximum conductance per width: 27.647 mS/um
minimum resistance times width: 36.170 ohm um
the same in SI units: 3.6170e-05 ohm m
strip width for explicit count: 1.0 um
open modes in strip, both valleys: 356
resistance of that strip: 36.254 ohm
lattice test, open modes: 4
lattice test, clean transmission, 6 sites long: 4.000000
lattice test, clean transmission, 18 sites long: 4.000000
lattice test, disordered transmission, 18 sites long: 2.7949
model mass: 0.20 electron masses
Fermi energy: 59.85 meV
temperature of warm example: 300 K
thermal energy: 25.85 meV
occupation at band bottom, warm: 0.9012
thermal window integral of k: 0.5065 nm^-1
resistance times width, warm: 40.030 ohm um
warm resistance / minimum: 1.1067
low-temperature rise coefficient, numerical: 0.4163
low-temperature rise coefficient, pi^2/24: 0.4112
one valley filled, T=0, formula: 51.152 ohm um
one valley filled, from 10 um strip count: 51.155 ohm um
ellipse mass along transport: 0.10 electron masses
ellipse mass across transport: 0.40 electron masses
ellipse resistance factor, numerical: 0.7071
ellipse resistance times width, T=0: 25.576 ohm um
no test failed
```
